# Mean-field critical mixing temperature of a two-dimensional alloy: a program that tests the result

```python
"""
Result under test: a regular solution with interaction omega per mixing site,
    f(x,T) = omega*x*(1-x) + k*T*(x*ln(x) + (1-x)*ln(1-x)),
has the mean-field critical mixing temperature Tc = omega/(2*k) at x = 1/2.
x: fraction of species B on the mixing sublattice; f: free energy of mixing
per mixing site in eV; T: temperature in K; k: Boltzmann constant in eV/K.
The program also sizes effects that this model neglects.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, xlogy

k = constants.k / constants.e
omega = 0.10
neighbours = 6
T_use = 300.0
T_growth = 1000.0
intervals = 2000
grid = np.linspace(0.0, 1.0, intervals + 1)


def mixing_entropy_over_k(x):
    return -(xlogy(x, x) + xlogy(1 - x, 1 - x))


def free_energy(x, T):
    return omega * x * (1 - x) - k * T * mixing_entropy_over_k(x)


def miscibility_gap(values):
    """End compositions of the widest segment of the lower convex hull."""
    F = values.tolist()
    hull = []
    for i in range(len(F)):
        while len(hull) >= 2:
            a, b = hull[-2], hull[-1]
            if (F[b] - F[a]) * (i - b) >= (F[i] - F[b]) * (b - a):
                hull.pop()
            else:
                break
        hull.append(i)
    widest = int(np.argmax(np.diff(hull)))
    return grid[hull[widest]], grid[hull[widest + 1]]


def hull_critical_temperature(function):
    """Highest temperature with a gap, found without any derivative."""
    low, high = 100.0, 1500.0
    while high - low > 1e-3:
        middle = 0.5 * (low + high)
        left, right = miscibility_gap(function(grid, middle))
        if right - left > 1.5 / intervals:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


# Random-mixing energy: average over all arrangements of a periodic lattice.
side = 4
sites = side * side
e_AA, e_BB = -0.50, -0.40
e_AB = 0.5 * (e_AA + e_BB) + omega / neighbours
states = (np.arange(2**sites)[:, None] >> np.arange(sites)) & 1
lattice = states.reshape(-1, side, side)
pair_energy = np.array([[e_AA, e_AB], [e_AB, e_BB]])
total_energy = np.zeros(2**sites)
for shift in ((1, 0), (0, 1), (1, -1)):
    partner = np.roll(lattice, shift, axis=(1, 2))
    total_energy += pair_energy[lattice, partner].sum(axis=(1, 2))
number_B = states.sum(axis=1)
for x in (0.2, 0.5, 0.7):
    weight = x**number_B * (1 - x)**(sites - number_B)
    pure = 0.5 * neighbours * ((1 - x) * e_AA + x * e_BB)
    mixing_energy = np.sum(weight * total_energy) / sites - pure
    assert abs(mixing_energy - omega * x * (1 - x)) < 1e-10

# Mixing entropy from factorials; the remainder is of order ln(N)/N.
N = 10**6
for x in (0.1, 0.3, 0.5):
    log_count = gammaln(N + 1) - gammaln(N * x + 1) - gammaln(N * (1 - x) + 1)
    assert abs(log_count / N - mixing_entropy_over_k(x)) < 2e-5

# Critical temperature: formula against convex hull.
Tc = omega / (2 * k)
Tc_hull = hull_critical_temperature(free_energy)
assert abs(Tc_hull - Tc) < 0.01
assert abs(Tc - 580.0) < 1.0

# Spinodal and coexistence compositions at the temperature of use.
x_spinodal = 0.5 * (1 - np.sqrt(1 - T_use / Tc))
curvature = np.diff(free_energy(grid, T_use), 2)
x_curvature = grid[1 + int(np.argmax(curvature < 0))]
assert abs(x_curvature - x_spinodal) < 2 / intervals


def slope(x):
    return omega * (1 - 2 * x) + k * T_use * np.log(x / (1 - x))


x_binodal = brentq(slope, 1e-9, x_spinodal)
gap_left, gap_right = miscibility_gap(free_energy(grid, T_use))
assert abs(gap_left - x_binodal) < 2 / intervals
assert abs(gap_right - (1 - x_binodal)) < 2 / intervals

# Zero free energy of mixing is not the critical condition.
T_zero = brentq(lambda T: free_energy(0.5, T), 100.0, 1000.0)
assert abs(T_zero - omega / (4 * k * np.log(2))) < 1e-6
T_trap = 500.0
f_trap = free_energy(0.5, T_trap)
trap_left, trap_right = miscibility_gap(free_energy(grid, T_trap))
assert f_trap < 0 and trap_left < 0.45 and trap_right > 0.55

# The same number read per formula unit containing two mixing sites.
Tc_unit = hull_critical_temperature(
    lambda x, T: omega * x * (1 - x) - 2 * k * T * mixing_entropy_over_k(x))
assert abs(Tc_unit - omega / (4 * k)) < 0.01

# Fluctuations: triangular lattice with nearest-neighbour bonds.
unlike_bond = omega / neighbours


def unlike_counts(width):
    s = (np.arange(2**width)[:, None] >> np.arange(width)) & 1
    within = (s != np.roll(s, 1, axis=1)).sum(axis=1)
    straight = (s[:, None, :] != s[None, :, :]).sum(axis=2)
    slanted = (s[:, None, :] != np.roll(s, 1, axis=1)[None, :, :]).sum(axis=2)
    return within[:, None] + straight + slanted


counts = {width: unlike_counts(width) for width in (6, 7)}


def scaled_inverse_length(width, T):
    matrix = np.exp(-unlike_bond * counts[width] / (k * T))
    size = np.sort(np.abs(np.linalg.eigvals(matrix)))
    return width * np.log(size[-1] / size[-2])


Tc_strips = brentq(lambda T: scaled_inverse_length(6, T)
                   - scaled_inverse_length(7, T), 290.0, 450.0, xtol=1e-3)
Tc_triangular = omega / (3 * k * np.log(3))
# The strips are narrow, so a finite-width error below 0.5 percent is allowed.
assert abs(Tc_strips / Tc_triangular - 1) < 5e-3

# Excess vibrational entropy sigma*x*(1-x) per site.
sigma_over_k = 0.2
Tc_vibration = omega / (k * (2 + sigma_over_k))
Tc_vibration_hull = hull_critical_temperature(
    lambda x, T: free_energy(x, T) - sigma_over_k * k * T * x * (1 - x))
assert abs(Tc_vibration_hull - Tc_vibration) < 0.01

# Interaction that depends on composition: omega + omega_1*(1-2x).
omega_1 = 0.01
best = minimize_scalar(
    lambda x: -x * (1 - x) * (2 * omega + 6 * omega_1 * (1 - 2 * x)) / k,
    bounds=(0.1, 0.9), method="bounded", options={"xatol": 1e-9})
x_asymmetric, Tc_asymmetric = best.x, -best.fun
Tc_asymmetric_hull = hull_critical_temperature(
    lambda x, T: free_energy(x, T) + omega_1 * x * (1 - x) * (1 - 2 * x))
assert abs(Tc_asymmetric_hull - Tc_asymmetric) < 0.02

# Coherency strain in a flat sheet with a striped composition.
lattice_constant = 0.32
sheet_modulus = 120.0
mismatch = 0.03
site_area = np.sqrt(3) / 2 * lattice_constant**2
stiffness = sheet_modulus * site_area * 1e-18 / constants.e
strain_coefficient = stiffness * mismatch**2
poisson, deviation = 0.25, 0.4
clamped = -mismatch * deviation


def plane_stress_energy(free_strain):
    return (0.5 * stiffness / (1 - poisson**2)
            * (free_strain**2 + clamped**2
               + 2 * poisson * free_strain * clamped))


relaxed = minimize_scalar(plane_stress_energy).fun
assert abs(relaxed / (0.5 * strain_coefficient * deviation**2) - 1) < 1e-6
Tc_coherent = (2 * omega - strain_coefficient) / (4 * k)
Tc_coherent_hull = hull_critical_temperature(
    lambda x, T: free_energy(x, T) + 0.5 * strain_coefficient * (x - 0.5)**2)
assert abs(Tc_coherent_hull - Tc_coherent) < 0.01

# Arrhenius estimate of the time for one atomic exchange.
barrier, attempt_rate = 2.0, 1e13


def hop_time(T):
    return np.exp(barrier / (k * T)) / attempt_rate


sensitivity = (omega + 0.001) / (2 * k) - Tc

print(f"Boltzmann constant: {k:.6e} eV/K")
print(f"Interaction omega: {omega:.2f} eV per mixing site")
print(f"Critical temperature, formula: {Tc:.1f} K")
print(f"Critical temperature, convex hull: {Tc_hull:.1f} K")
print(f"Critical temperature, converted: {Tc - constants.zero_Celsius:.0f} C")
print(f"Shift of Tc per 0.001 eV in omega: {sensitivity:.2f} K")
print(f"kTc: {k * Tc:.4f} eV")
print(f"Mixing energy at x=1/2: {omega / 4:.4f} eV per site")
print(f"Entropy term -T*s at x=1/2, Tc: {-k * Tc * np.log(2):.5f} eV per site")
print(f"f at x=1/2, Tc: {free_energy(0.5, Tc):.5f} eV per site")
print(f"Temperature of use: {T_use:.0f} K")
print(f"Spinodal x at use: {x_spinodal:.3f} and {1 - x_spinodal:.3f}")
print(f"Coexistence x at use: {x_binodal:.4f} and {1 - x_binodal:.4f}")
print(f"Hull coexistence x at use: {gap_left:.4f} and {gap_right:.4f}")
print(f"Temperature where f(1/2)=0: {T_zero:.1f} K")
print(f"Trap temperature: {T_trap:.0f} K")
print(f"f(1/2) at trap temperature: {f_trap:.5f} eV per site")
print(f"Coexistence x at trap: {trap_left:.3f} and {trap_right:.3f}")
print(f"Tc if omega is per two-site formula unit: {Tc_unit:.1f} K")
print(f"Triangular lattice, exact formula: {Tc_triangular:.1f} K")
print(f"Triangular lattice, strips of width 6 and 7: {Tc_strips:.1f} K")
print(f"Ratio triangular to mean-field Tc: {Tc_triangular / Tc:.3f}")
print(f"Excess vibrational entropy coefficient: {sigma_over_k:.1f} k")
print(f"Tc with vibrational entropy: {Tc_vibration:.1f} K")
print(f"Asymmetry omega_1: {omega_1:.3f} eV per site")
print(f"Tc with asymmetry: {Tc_asymmetric:.1f} K at x={x_asymmetric:.3f}")
print(f"Lattice constant: {lattice_constant:.2f} nm")
print(f"Area per mixing site: {site_area:.4f} nm2")
print(f"Sheet Young modulus: {sheet_modulus:.0f} N/m")
print(f"Linear mismatch of pure phases: {100 * mismatch:.1f} percent")
print(f"Modulus times site area: {stiffness:.1f} eV")
print(f"Strain coefficient: {strain_coefficient:.4f} eV per site")
print(f"Tc with coherency strain: {Tc_coherent:.1f} K")
print(f"Hop barrier: {barrier:.1f} eV")
print(f"Attempt rate: {attempt_rate:.0e} 1/s")
print(f"Growth temperature: {T_growth:.0f} K")
print(f"Hop time at growth temperature: {hop_time(T_growth):.1e} s")
print(f"Hop time at mean-field Tc: {hop_time(Tc):.1e} s")
print(f"Hop time at temperature of use: {hop_time(T_use):.1e} s")
print("finished without a failed check")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
Interaction omega: 0.10 eV per mixing site
Critical temperature, formula: 580.2 K
Critical temperature, convex hull: 580.2 K
Critical temperature, converted: 307 C
Shift of Tc per 0.001 eV in omega: 5.80 K
kTc: 0.0500 eV
Mixing energy at x=1/2: 0.0250 eV per site
Entropy term -T*s at x=1/2, Tc: -0.03466 eV per site
f at x=1/2, Tc: -0.00966 eV per site
Temperature of use: 300 K
Spinodal x at use: 0.153 and 0.847
Coexistence x at use: 0.0247 and 0.9753
Hull coexistence x at use: 0.0245 and 0.9755
Temperature where f(1/2)=0: 418.5 K
Trap temperature: 500 K
f(1/2) at trap temperature: -0.00487 eV per site
Coexistence x at trap: 0.196 and 0.804
Tc if omega is per two-site formula unit: 290.1 K
Triangular lattice, exact formula: 352.1 K
Triangular lattice, strips of width 6 and 7: 352.1 K
Ratio triangular to mean-field Tc: 0.607
Excess vibrational entropy coefficient: 0.2 k
Tc with vibrational entropy: 527.5 K
Asymmetry omega_1: 0.010 eV per site
Tc with asymmetry: 592.7 K at x=0.429
Lattice constant: 0.32 nm
Area per mixing site: 0.0887 nm2
Sheet Young modulus: 120 N/m
Linear mismatch of pure phases: 3.0 percent
Modulus times site area: 66.4 eV
Strain coefficient: 0.0598 eV per site
Tc with coherency strain: 406.8 K
Hop barrier: 2.0 eV
Attempt rate: 1e+13 1/s
Growth temperature: 1000 K
Hop time at growth temperature: 1.2e-03 s
Hop time at mean-field Tc: 2.4e+04 s
Hop time at temperature of use: 4.0e+20 s
finished without a failed check
```
